# The GW Space-Time Method: Cubic Scaling from Products of Propagators

## Two points, two orbitals

Take two grid points and two real orbitals, $\psi_1=(1,1)/\sqrt2$ and $\psi_2=(1,-1)/\sqrt2$. The first holds two electrons of opposite spin and the second is empty. Measure energies from the middle of the gap $\Delta$, so that $e_1=-\Delta/2$ and $e_2=+\Delta/2$. Hartree atomic units are used throughout.

For an imaginary time $\tau>0$, let an added electron be described by the empty orbital and a removed electron by the occupied one:

$$G(\tau)=-\frac{e^{-\Delta\tau/2}}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix},\qquad
G(-\tau)=\frac{e^{-\Delta\tau/2}}{2}\begin{pmatrix}1&1\\1&1\end{pmatrix}.$$

The signs are those of the time-ordered definition given below. Multiply the two matrices element by element, not as matrices, and include a factor 2 for spin:

$$\chi_0(\tau)=-\frac{e^{-\Delta\tau}}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

The function is even in $\tau$. Its integral over all times uses $\int_{-\infty}^{\infty}e^{-\Delta|\tau|}d\tau=2/\Delta$ and gives $-1/\Delta$ on the diagonal and $+1/\Delta$ off it.

This should be the static density response, which can be found directly. The Hamiltonian with hopping $-\Delta/2$ and a small potential $u$ on the first point puts

$$n_1=1-\frac{u/2}{\sqrt{u^2/4+\Delta^2/4}}\simeq1-\frac{u}{\Delta}$$

electrons on that point. Hence $\partial n_1/\partial u=-1/\Delta$. The displaced charge goes to the second point, so $\partial n_2/\partial u=+1/\Delta$. Both agree with the product of propagators.

## Where the saving comes from

Now let there be two occupied orbitals $i=1,2$ and two empty ones $a=3,4$. For fixed $r,r'$ and $\tau>0$, write

$$A_i=\psi_i(r)\psi_i(r')e^{e_i\tau},\qquad B_a=\psi_a(r)\psi_a(r')e^{-e_a\tau}.$$

Each transition $i\to a$ contributes a term with the factor $e^{-(e_a-e_i)\tau}$, which splits into an $i$-part and an $a$-part. Therefore

$$A_1B_3+A_1B_4+A_2B_3+A_2B_4=(A_1+A_2)(B_3+B_4).$$

Four products have become one. With $N_o$ occupied and $N_v$ empty orbitals, $N_oN_v$ terms become two sums with $N_o+N_v$ terms in all.

At a fixed frequency this does not work. The static weight of a transition is proportional to $1/(e_a-e_i)$. Choose $e_1=-1$, $e_2=-2$, $e_3=1$, $e_4=2$ in some energy unit. The four weights form the table

$$\begin{pmatrix}1/2&1/3\\1/3&1/4\end{pmatrix},\qquad \det=\frac18-\frac19\neq0.$$

A table of products $f_ig_a$ has zero determinant, so these weights are not such products. The space-time method forms $\chi_0$ in imaginary time, where the weights separate, and transforms to frequency afterwards.

## The general product formula

Consider independent electrons at zero temperature with doubly occupied real orbitals $\psi_n$, energies $\varepsilon_n$, and chemical potential $\mu$ in a gap. Set $e_n=\varepsilon_n-\mu$, so $e_i<0<e_a$. Orbitals are normalised as sums over $N_r$ grid points. With $K=H-\mu N$, an operator evolves as $O(\tau)=e^{K\tau}Oe^{-K\tau}$. For either spin define

$$G(r,r',\tau)=-\langle T\,\hat\psi(r,\tau)\hat\psi^\dagger(r',0)\rangle .$$

For $\tau>0$ the field operator stands on the left, and the empty orbitals survive. For negative time, exchanging the two operators produces a second minus sign, and the occupied orbitals survive:

$$G(r,r',\tau)=-\sum_a\psi_a(r)\psi_a(r')e^{-e_a\tau},\qquad
G(r,r',-\tau)=\sum_i\psi_i(r)\psi_i(r')e^{e_i\tau}.$$

Both decay as $\tau$ grows. This is why imaginary time is convenient: nothing oscillates.

The density response is $\chi_0(r,r',\tau)=-\langle T\,\delta\hat n(r,\tau)\,\delta\hat n(r',0)\rangle$, with $\delta\hat n=\hat n-\langle\hat n\rangle$. Let 1 stand for $(r,\tau)$ and 2 for $(r',0)$, with $\tau>0$. Wick's theorem for $\hat\psi^\dagger(1)\hat\psi(1)\hat\psi^\dagger(2)\hat\psi(2)$ gives two pairings. The one within each density is removed by subtracting the averages. The other is nested, pairing the outer two and the inner two operators, and so has a plus sign:

$$\langle\delta\hat n(1)\delta\hat n(2)\rangle=\sum_\sigma\langle\hat\psi_\sigma^\dagger(1)\hat\psi_\sigma(2)\rangle\langle\hat\psi_\sigma(1)\hat\psi_\sigma^\dagger(2)\rangle .$$

The first average is $G(r',r,-\tau)$, and the second is $-G(r,r',\tau)$. The minus sign in the definition of $\chi_0$ cancels the latter minus, and the spin sum gives 2:

$$\boxed{\chi_0(r,r',\tau)=2\,G(r,r',\tau)\,G(r',r,-\tau)}$$

This relation, without the spin factor, was tested against a correlation function computed from many-body states of four spinless orbitals. The largest difference was $3\times10^{-16}$.

Insert the orbital sums, with $\Delta_{ia}=e_a-e_i$:

$$\chi_0(r,r',\tau)=-2\sum_{ia}\psi_i(r)\psi_a(r)\psi_i(r')\psi_a(r')e^{-\Delta_{ia}|\tau|}.$$

The absolute value covers negative times, because real orbitals make $\chi_0$ symmetric in $r,r'$. With the transform $f(i\omega)=\int d\tau\,e^{i\omega\tau}f(\tau)$,

$$\int_{-\infty}^{\infty}e^{i\omega\tau-\Delta|\tau|}d\tau=\frac1{\Delta-i\omega}+\frac1{\Delta+i\omega}=\frac{2\Delta}{\Delta^2+\omega^2},$$

and the usual sum over transitions follows:

$$\chi_0(r,r',i\omega)=-4\sum_{ia}\psi_i(r)\psi_a(r)\psi_i(r')\psi_a(r')\frac{\Delta_{ia}}{\Delta_{ia}^2+\omega^2}.$$

The two routes describe the same matrix. They differ in the order of the work.

## A ring with numbers

The worked model is a ring with spacing 1 bohr. Each cell has four points and two electrons. The kinetic energy is the second difference, $-\frac12[\psi(x+1)-2\psi(x)+\psi(x-1)]$, and the potential is $-0.4\cos(2\pi x/4)$ hartree. For 24 points there are 6 occupied and 18 empty orbitals, hence $6\times18=108$ transitions. Their energies run from 0.400 to 2.154 hartree.

Take neighbouring points $r=0$, $r'=1$ at $\tau=2$ hartree$^{-1}$. The propagators are $0.032474$ forward and $0.187003$ backward, so

$$\chi_0=2\times0.032474\times0.187003=0.012145,$$

the same as the sum over 108 transitions. The positive sign has a simple origin at short times. Completeness gives $\sum_a\psi_a(r)\psi_a(r')=\delta_{rr'}-\gamma(r,r')$, where $\gamma=\sum_i\psi_i\psi_i$. For $r\ne r'$ both propagators therefore tend to $\gamma(r,r')$, and $\chi_0\to2\gamma(r,r')^2\ge0$. At $\tau=2$ the element is still positive.

Transformed to zero frequency, this element is 0.2877 hartree$^{-1}$: raising the potential at point 0 pushes electrons to point 1. A finite difference of the density gives the same value. Over the whole column the largest difference is $3\times10^{-9}$ hartree$^{-1}$.

## From time to frequency with few points

The transform needs a quadrature whose size does not grow with the system. Every function to be transformed is a sum of decaying exponentials. It is enough to find times $\tau_j$ and complex weights $L_{jk}$ such that

$$\sum_{j=1}^{N_\tau}L_{jk}e^{-x\tau_j}\simeq\frac1{x-i\omega_k}$$

for all energies $x$ between a lower and an upper bound. Here the times are spaced geometrically and the weights come from least squares on a dense set of $x$. Positive and negative times together give

$$\chi_0(i\omega_k)\simeq\sum_j2\,\mathrm{Re}L_{jk}\,\chi_0(\tau_j).$$

Suppose that $\sum_j2\,\mathrm{Re}L_{jk}e^{-x\tau_j}$ differs from $2x/(x^2+\omega_k^2)$ by at most $\eta$ in the range. The error of an element of $\chi_0$ is then at most

$$2\eta\sum_i|\psi_i(r)\psi_i(r')|\sum_a|\psi_a(r)\psi_a(r')|\le2\eta .$$

Each sum is at most 1 by the Cauchy–Schwarz inequality, since $\sum_n\psi_n(r)^2=1$ on the grid. The bound contains no system size. If the energy range stays fixed, the same time grid serves a larger system.

The ring tests this. With 20 times and 20 frequencies left unchanged, the largest error of $\chi_0$, relative to its largest element over all frequencies, is $5\times10^{-9}$ for 24 points and $6\times10^{-9}$ for both 48 and 96.

What does matter is the ratio of the largest to the smallest energy. Require the static transform to reproduce $2/x$ with an error below $10^{-4}$ of $2/x$ at every fitted energy $x$. With least-squares weights and times spaced geometrically from $0.2/x_{\max}$ to $12/x_{\min}$, ratios of 10, 100 and 1000 then need 9, 12 and 15 times. These counts belong to this choice of grid and are not the smallest possible: end points $0.5/x_{\max}$ and $6/x_{\min}$ need 7, 10 and 13, while the narrower choice $1/x_{\max}$ and $4/x_{\min}$ needs 10, 17 and 23. A roughly fixed number of extra points per factor of ten, three for the first grid, is logarithmic growth over this range. A gap that closes with increasing size would thus make $N_\tau$ grow. With no gap at all, the lower bound is zero and this fit cannot be used as it stands.

## Counting operations

Count a multiplication, with any addition attached to it, as one operation. Exponentials and energy denominators are left out; their number is of lower order. The full matrix $\chi_0(r,r',i\omega_k)$ is wanted at $N_\omega$ frequencies. Write $T=N_oN_v$.

**Sum over transitions.** Forming the products $\psi_i(r)\psi_a(r)$ takes $TN_r$ operations. For each frequency, multiplying them by their weights takes another $TN_r$, and adding each transition to all elements takes $TN_r^2$:

$$C_{\rm tr}=TN_r+N_\omega T(N_r^2+N_r).$$

**Space-time route.** For each time:

1. Scaling all $N_r$ orbitals by their exponentials takes $N_r^2$ operations.
2. Adding their outer products to the two propagators takes $N_r^3$, because $N_o+N_v=N_r$ when all orbitals are kept.
3. Multiplying the propagators element by element takes $N_r^2$. The spin factor is absorbed in the weights $L$.
4. Adding the result to all frequencies takes $N_\omega N_r^2$.

Hence

$$C_{\rm st}=N_\tau N_r^2(N_r+2+N_\omega).$$

If $N_r$, $N_o$ and $N_v$ are all proportional to the system size $N$, and the grids are fixed, then $C_{\rm tr}\propto N^4$ and $C_{\rm st}\propto N^3$ for large $N$.

Reordering the frequency sum does not rescue it. One could sum over $a$ first, but the weight depends on $i$, so this produces a different $N_r\times N_r$ matrix for every occupied orbital. The cost is again of order $N_oN_vN_r^2$. The comparison concerns direct evaluation of this sum, not every conceivable algorithm.

For 32 points, $T=8\times24=192$, and with 20 times and frequencies

$$C_{\rm tr}=192\times32+20\times192\times(1024+32)=4\,061\,184,$$

$$C_{\rm st}=20\times1024\times(32+2+20)=1\,105\,920.$$

Counters placed in explicit loops gave these same integers, and the formulas also held for 8, 16 and 24 points.

At 8 points the order is reversed: 17 376 operations for the transition sum against 38 400. To locate the crossover, insert $T=3N_r^2/16$ and divide both counts by $20N_r^2$. Equality requires

$$\frac{3N_r^2}{16}+\frac{63N_r}{320}=N_r+22,$$

whose positive root is $N_r\simeq13.2$. The first ring of whole cells beyond it has 16 points.

Between 16 and 32 points the counted growth exponents are 3.955 and 2.507. The second is well below 3 because the transform, of order $N_\tau N_\omega N_r^2$, still matters. Treating $N_r$ as continuous makes this explicit:

$$\frac{d\ln C_{\rm st}}{d\ln N_r}=2+\frac{N_r}{N_r+2+N_\omega},$$

which approaches 3 when $N_r\gg N_\omega$. From 1024 to 2048 points the formulas give exponents 3.999 and 2.985. At 1024 points the transition sum needs 188 times as many operations, close to the leading estimate $T/N_r=3N_r/16=192$. These are operation counts, not running times, which also depend on memory traffic.

A different limit shows what the saving requires. Keep the number of electrons fixed and refine the basis, so that $N_r$ and $N_v$ grow while $N_o$ does not. For fixed numbers of times and frequencies, $C_{\rm tr}\propto N_oN_vN_r^2$ is now cubic too. If the refinement makes the grid spacing smaller, it also raises the largest energy, so the number of times needed for a given accuracy grows slowly. With equal numbers of times and frequencies, the ratio $C_{\rm tr}/C_{\rm st}$ tends to $N_oN_v/N_r\to N_o$. The gain is then a constant factor; the lower power appears when the number of electrons grows.

## Completing the GW cycle

The screened interaction is found at each frequency, where the equation for it is algebraic. Split it as $W=v+W_c$, with

$$W_c(i\omega)=v\chi v,\qquad \chi=(1-\chi_0v)^{-1}\chi_0 .$$

Solving this linear system costs of order $N_r^3$ per frequency.

To return to time, the frequency dependence of $W_c$ must be known. Label transitions by $t$, let $D$ be the diagonal matrix of their energies, and set $F_{rt}=2\psi_i(r)\psi_a(r)\sqrt{\Delta_t}$. With $X=(D^2+\omega^2)^{-1}$ the transition sum reads $\chi_0=-FXF^T$. Put $M=F^TvF$ and try $\chi=-F(X^{-1}+M)^{-1}F^T$. Then

$$\chi_0+\chi_0v\chi=-FX\left[(X^{-1}+M)-M\right](X^{-1}+M)^{-1}F^T=\chi,$$

as required. Let $\Omega_s^2$ be the eigenvalues of $D^2+M$, with orthonormal eigenvectors $z_s$, and let $u_s=vFz_s$. It follows that

$$W_c(i\omega)=-\sum_s\frac{u_su_s^T}{\Omega_s^2+\omega^2},\qquad
W_c(\tau)=-\sum_s\frac{u_su_s^T}{2\Omega_s}e^{-\Omega_s|\tau|}.$$

This expansion justifies the transform; the algorithm does not compute it. A second set of weights, fitted to turn $2x/(x^2+\omega_k^2)$ into $e^{-x\tau_j}$, takes $W_c$ back to time. For the ring the largest error of this fit is $2\times10^{-9}$, on functions of size at most 1.

The model interaction is $v=1/\sqrt{d^2+1}$ hartree, with $d$ in bohr the straight distance between points placed on a circle. Its Fourier transform in the plane, $2\pi e^{-k}/k$, is positive. So $M$ has no negative eigenvalue and no $\Omega_s$ lies below the gap. The computed excitations run from 0.410 to 2.164 hartree.

In the GW approximation the self-energy is a product in time:

$$\Sigma(r,r',\tau)=-G(r,r',\tau)W(r,r',\tau).$$

The exchange limit fixes the sign. The instantaneous part of $W$ is $v\,\delta(\tau)$, and $G(0^-)=\gamma$, so this part gives $-v\gamma$, the Fock exchange. The correlation part is $\Sigma_c=-GW_c$. Its multiplication costs $N_r^2$ per time, and every remaining step is at most cubic. The whole cycle is therefore cubic under the stated conditions.

The two time directions need separate weights, because $\Sigma_c$ is not even:

$$\Sigma_c(i\omega_k)\simeq\sum_j\left[L_{jk}\Sigma_c(\tau_j)+L_{jk}^*\Sigma_c(-\tau_j)\right].$$

The decay energies are now $e_a+\Omega_s$ and $|e_i|+\Omega_s$. They exceed the largest transition energy in part, so the fits extend to 6.46 hartree, three times that energy. This is ample: no $|e_n|$ exceeds $2.154-0.200=1.954$ hartree, and adding 2.164 gives 4.118.

Integrating the exponentials shows the structure at midgap, $\omega=0$:

$$\Sigma_c(0)=\sum_s\frac{u_su_s^T}{2\Omega_s}\circ\left[\sum_i\frac{\psi_i\psi_i^T}{|e_i|+\Omega_s}-\sum_a\frac{\psi_a\psi_a^T}{e_a+\Omega_s}\right],$$

where $\circ$ multiplies element by element. Occupied orbitals contribute positively to an expectation value, empty ones negatively. For the highest occupied orbital of the 24-point ring the expectation value is $+0.01247$ hartree, so the occupied terms prevail. For the lowest empty orbital it is $-0.01376$ hartree, and the empty terms prevail.

Taken alone, these values would reduce the separation of the two levels by $0.01247+0.01376=0.0262$ hartree. They are not converged in ring size: 48 points give $+0.0146$ and $-0.0160$ hartree, and 96 points give $+0.0151$ and $-0.0164$, with the same signs. This is not the GW gap correction. That also needs exchange, the subtraction of whatever mean-field potential was already present, and $\Sigma_c$ at the quasiparticle energies instead of midgap.

The same self-energy can be found without any time grid, from the convolution

$$\Sigma_c(i\omega)=-\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,G(i\omega-i\omega')\,W_c(i\omega'),$$

with $\chi_0$ taken from the transition sum. At four frequencies from 0 to 2 hartree the two results differ by at most $3\times10^{-9}$ of the largest element. This measures the numerical transforms, not the accuracy of GW itself. The full set of values is in the numerical output below.

## Calculated quantities

```
Potential amplitude: 0.4 hartree; grid spacing: 1 bohr
Ring: 24 points, 6 occupied, 18 empty orbitals
Transitions: 108
Smallest transition energy (gap): 0.40000 hartree
Largest transition energy: 2.15407 hartree
Upper energy bound of the fits: 6.46220 hartree
RPA excitations: 0.41008 to 2.16424 hartree
Time points: 20, 0.0309 to 30.000 1/hartree
Frequencies: 20, 0.1333 to 19.387 hartree
Element r=0, r'=1 at tau = 2.0 1/hartree:
  G(r,r',+tau) = 0.032474
  G(r',r,-tau) = 0.187003
  chi0 from product = 0.01214538
  chi0 from transitions = 0.01214538
Static chi0(0,1), space-time: 0.287656 1/hartree
Static chi0(0,1), finite difference: 0.287656 1/hartree
Fock-space test, largest error: 3.1e-16
Static test, largest error: 2.7e-09 1/hartree
Frequency-to-time fit, largest error: 2.0e-09
chi0 relative error, 24 points, same grids: 5.4e-09
chi0 relative error, 48 points, same grids: 6.3e-09
chi0 relative error, 96 points, same grids: 6.3e-09
Sigma_c at midgap, highest occupied: 0.012473 hartree (convolution 0.012473)
Sigma_c at midgap, lowest empty: -0.013756 hartree (convolution -0.013756)
Sigma_c relative error, 4 frequencies: 3.1e-09
Counted multiplications (transition sum, space-time):
  8 points: 17376, 38400
  16 points: 261888, 194560
  24 points: 1298592, 529920
  32 points: 4061184, 1105920
Counted exponents, 16 to 32 points: 3.955, 2.507
First ring size where space-time is cheaper: 16 points
Predicted counts, 1024 points: 4.127e+12, 2.194e+10
Predicted ratio of counts, 1024 points: 188.2
Predicted exponents, 1024 to 2048: 3.999, 2.985
Time points for relative error 1e-4 at energy ratio 10, 100, 1000: 9, 12, 15
```
